# Mullins–Sekerka instability of a planar crystal front in a cooled film

A crystal grows along a thin film of its own undercooled melt, as in the write step of a chalcogenide memory cell. Latent heat released at the front must be carried away. The question is whether a straight front stays straight.

**Model.** The front is a line in the film plane \((x,z)\), advancing along \(+z\) at speed \(V\), with crystal behind and liquid ahead. Temperature is uniform through the film thickness. Both phases have heat capacity \(c\) per volume and heat diffusivity \(D\), hence conductivity \(cD\). The film loses heat to a sink at \(T_0\) with time constant \(\tau\); the limit \(\tau\to\infty\) is an unbounded body without a sink. The material is pure and isotropic, and there is no flow. With latent heat \(L\) per volume, define

\[
u=\frac{c\,(T-T_0)}{L},\qquad u_m=\frac{c\,(T_m-T_0)}{L}.
\]

In the frame moving with the unperturbed front,

\[
\partial_t u=D\nabla^2u+V\partial_z u-\frac{u}{\tau}. \tag{1}
\]

Let \(\mathbf n\) point into the liquid and \(V_n\) be the normal speed of the front. Latent heat leaves by conduction on both sides, and the front temperature is lowered by curvature and by the finite rate of atomic attachment:

\[
V_n=D\,\mathbf n\cdot(\nabla u_S-\nabla u_L),\qquad u_S=u_L=u_m-d_0K-\beta V_n. \tag{2}
\]

The curvature \(K\) is positive where crystal bulges into liquid. The capillary length is \(d_0=\Gamma c/L\), with \(\Gamma=\gamma T_m/L\) and \(\gamma\) the surface energy. The kinetic constant is \(\beta=c/(L\mu)\), where \(V_n=\mu\times\)(kinetic undercooling). We take \(\mu>0\): a colder front grows faster. Finally,

\[
h=\frac{V}{2D},\qquad \kappa^2=\frac1{D\tau},\qquad s_0=\sqrt{h^2+\kappa^2}.
\]

## (a) Steady planar front

**Find the temperature field, the share of heat entering the liquid, and the condition that fixes \(V\).**

**Solution.** Inserting \(u\propto e^{rz}\) in the steady form of (1) and dividing by \(D\) gives \(r^2+2hr-\kappa^2=0\), so \(r=-h\pm s_0\). The field must decay ahead of the front and stay bounded behind it:

\[
u_L=\theta e^{-q_0z},\quad u_S=\theta e^{p_0z},\qquad q_0=s_0+h,\quad p_0=s_0-h.
\]

The heat balance reads \(V=D\theta(p_0+q_0)=2D\theta s_0\), hence

\[
\theta=\frac{h}{s_0}.
\]

The liquid receives the fraction \(q_0/(q_0+p_0)=(1+\theta)/2\) of the latent heat and the crystal receives \((1-\theta)/2\). The front condition \(\theta=u_m-\beta V\), written in kelvin, is

\[
T_m-T_0=\frac{V}{\mu}+\frac Lc\,\frac{V}{\sqrt{V^2+4D^2\kappa^2}}. \tag{3}
\]

The right side rises steadily with \(V\), from zero without bound if \(\kappa>0\), so each positive undercooling gives one speed. Without a sink, \(\theta=1\), the crystal is isothermal, and (3) becomes \(T_m-T_0=L/c+V/\mu\). A steady planar front then needs an undercooling above \(L/c\); at smaller undercooling the released heat cannot be absorbed at constant speed.

## (b) Linearization

**Displace the front to \(z=\zeta=\epsilon\,e^{ikx+\sigma t}\) and find the relation between \(\sigma\) and \(k\).**

**Solution.** Add \(a\zeta e^{-qz}\) to the liquid field and \(b\zeta e^{pz}\) to the crystal field. Equation (1) requires

\[
q^2-2hq=p^2+2hp=k^2+\kappa^2+\frac{\sigma}{D}.
\]

The decaying solutions are

\[
q=s+h,\quad p=s-h,\qquad s=\sqrt{s_0^2+k^2+\sigma/D}. \tag{4}
\]

To first order \(K=-\zeta_{xx}=k^2\zeta\) and \(V_n=V+\sigma\zeta\). The front value of \(u\) is therefore \(\theta-S\zeta\), with \(S=d_0k^2+\beta\sigma\). The fields must be evaluated at the displaced front, where the base fields are \(\theta-\theta q_0\zeta\) in the liquid and \(\theta+\theta p_0\zeta\) in the crystal. Therefore

\[
a=\theta q_0-S,\qquad b=-\theta p_0-S. \tag{5}
\]

In the heat balance, the tilt of \(\mathbf n\) multiplies only \(x\)-gradients, which are themselves first order, so it contributes at second order. The \(z\)-gradients at \(z=\zeta\) are

\[
\partial_zu_S=\theta p_0+(\theta p_0^2+pb)\zeta,\qquad
\partial_zu_L=-\theta q_0+(\theta q_0^2-qa)\zeta .
\]

Taking their difference and inserting (5),

\[
\frac{\sigma}{D}=\theta p_0^2-\theta q_0^2+pb+qa
=\theta\left[qq_0-pp_0-(q_0^2-p_0^2)\right]-(p+q)S .
\]

Here \(p+q=2s\) and \(q_0^2-p_0^2=4hs_0\). Also

\[
qq_0-pp_0=(s+h)(s_0+h)-(s-h)(s_0-h)=2h(s+s_0).
\]

The bracket equals \(2h(s-s_0)\), and \(\theta=h/s_0\) gives

\[
\boxed{\;\sigma=2D\left[h^2\left(\frac{s}{s_0}-1\right)-s\left(d_0k^2+\beta\sigma\right)\right]\;} \tag{6}
\]

The first term is the thermal drive. A bulge reaches into colder liquid, which steepens the gradient there and removes heat faster; this is the positive part of \(a\). If the crystal also cools toward the sink, its side opposes the bulge, through \(-\theta p_0\) in \(b\). The drive is the difference between the two. The \(d_0\) term is capillarity: the tip of a bulge has a lower equilibrium temperature, so heat flows toward it and slows it. The \(\beta\sigma\) term resists any change of speed.

Two numerical checks avoid using (6) to confirm itself. First, the full conditions (2) were evaluated on a rippled front with \(k=1.7\), \(h=0.9\), \(\kappa=0.6\), \(d_0=0.04\), \(\beta D=0.3\) in a common length unit. Halving the amplitude from \(10^{-3}\) to \(5\times10^{-4}\) divided the three residuals by 4.000, 4.004 and 4.003, as it must if all first-order terms cancel. Second, the linear perturbation equations were discretized in \(z\) and diagonalized for 60 random parameter sets, 6 unstable and 54 stable. In each unstable case exactly one mode grew, and its rate \(\sigma/D\) agreed with (6) to \(3\times10^{-12}\), relative to \(1+\sigma/D\). In the stable cases no mode grew.

## (c) How many modes grow, and can they oscillate?

**Solution.** From (4), \(s-s_0=(k^2+\sigma/D)/(s+s_0)\). With this, (6) becomes

\[
\sigma A=Dk^2N,\qquad A=1-U+2D\beta s,\quad N=U-2d_0s,\quad U=\frac{2h^2}{s_0(s+s_0)}. \tag{7}
\]

Suppose \(\mathrm{Re}\,\sigma\ge0\) and \(\mathrm{Im}\,\sigma>0\). For any complex \(w\), \((\mathrm{Re}\sqrt w)^2=(|w|+\mathrm{Re}\,w)/2\ge\mathrm{Re}\,w\), with strict inequality if \(w\) is not real. Hence \(\mathrm{Re}\,s>s_0\), and also \(\mathrm{Im}\,s>0\). It follows that \(\mathrm{Im}\,U<0\) and

\[
\mathrm{Re}\,U\le\frac{2h^2}{s_0\,\mathrm{Re}(s+s_0)}<\frac{h^2}{s_0^2}\le1 .
\]

Thus \(A\) has positive real and imaginary parts. The phase of \(\sigma\) lies in \((0,\pi/2]\) and that of \(A\) in \((0,\pi/2)\), so \(\mathrm{Im}(\sigma A)>0\). But \(\mathrm{Im}\,N<0\), so the right side of (7) has a negative imaginary part, or vanishes at \(k=0\). This is a contradiction. Complex conjugation covers \(\mathrm{Im}\,\sigma<0\). Within this model, no growing mode oscillates.

For real \(\sigma\ge0\) and \(k>0\), \(s\) rises with \(\sigma\) and \(U\) falls. So \(\sigma A\) increases from zero without bound, while \(N\) decreases. They meet at one positive \(\sigma\) if \(N(\sigma=0)>0\), and at none otherwise. At \(k=0\) the only root with \(\mathrm{Re}\,\sigma\ge0\) is \(\sigma=0\), a shift of the whole front.

The argument uses \(\beta\ge0\). It fails if the front is so cold that further cooling slows growth.

## (d) Neutral wavelength and unstable speeds

**Solution.** At \(\sigma=0\), the condition \(N>0\) reads

\[
h^2>d_0s_0\,s(s+s_0),\qquad s=\sqrt{s_0^2+k^2}.
\]

The right side increases with \(k\), so instability occupies a band \(0<k<k_c\). Equality is a quadratic, \(s^2+s_0s-h^2/(d_0s_0)=0\), with positive root

\[
s_c=-\frac{s_0}{2}+\sqrt{\frac{s_0^2}{4}+\frac{h^2}{d_0s_0}},\qquad k_c=\sqrt{s_c^2-s_0^2}. \tag{8}
\]

At given \(V\), \(\beta\) does not appear: kinetics changes how fast a ripple grows, not which ripples grow.

The band exists if the inequality holds as \(k\to0\):

\[
h^2>2d_0s_0^3. \tag{9}
\]

**No sink.** Here \(s_0=h\), and (9) becomes \(2d_0h<1\), or \(V<D/d_0\). Faster fronts are stable at every wavelength: with \(\sigma=0\) and \(k\to0\), the drive in (6) is \(Dk^2\) whatever the speed, while the capillary term, \(Vd_0k^2\), grows with \(V\).

**With a sink.** Write (9) as \(s_0^2-2d_0s_0^3>\kappa^2\). The left side peaks at \(s_0=1/(3d_0)\) with value \(1/(27d_0^2)\). Unstable speeds therefore exist only if \(\kappa d_0<1/\sqrt{27}\approx0.19\), and they form a window. For \(\kappa d_0\ll1\) the lower edge has \(h\ll\kappa\), so \(s_0\approx\kappa\) and

\[
V_{\rm low}\approx2D\sqrt{2d_0\kappa^3}.
\]

The upper edge has \(s_0\approx h\) and lies near \(D/d_0\). Slow fronts are stable because heat leaves almost equally on both sides, and the thermal drive nearly cancels.

## (e) Short waves and the fastest ripple

**Solution.** Let \(k\gg s_0\). The drive in (6) then tends to \(2Dh^2k/s_0=\theta Vk\), since \(2Dh=V\). This bounds the growth rate, so \(\sigma/(Dk^2)\lesssim\theta V/(Dk)=2h^2/(s_0k)\le2s_0/k\ll1\), which justifies \(s\approx k\). To leading order,

\[
\sigma(1+2D\beta k)=\theta Vk-2Dd_0k^3,\qquad k_c^2\approx\frac{\theta V}{2Dd_0}. \tag{10}
\]

The factor \(\theta\) is the liquid's share of the heat minus the crystal's share. The thermal drive grows as \(k\) and the capillary restoring term as \(k^3\): long ripples grow and short ones decay.

With \(x=k/k_c\) and \(B=2D\beta k_c\), the growth rate is

\[
\sigma=\theta Vk_c\,\frac{x-x^3}{1+Bx}.
\]

Its maximum satisfies \((1-3x^2)(1+Bx)-B(x-x^3)=0\). Expanding, the terms \(\pm Bx\) cancel and the cubic terms sum to \(-2Bx^3\):

\[
1-3x^2-2Bx^3=0 .
\]

For fast attachment, \(B\to0\), this gives \(x=1/\sqrt3\) and \(\sigma_{\max}=2\theta Vk_c/(3\sqrt3)\). With \(\theta=1\) this is the classical Mullins–Sekerka result. For slow attachment, \(B\gg1\), \(x\approx(2B)^{-1/3}\): the fastest ripple becomes longer, provided \(xk_c\gg s_0\) still holds.

## (f) A tellurium film

**Take a 40 nm film on a sink at 500 K. Rough values for tellurium are \(T_m=720\) K, \(L=0.80\) GJ/m³, \(c=1.6\) MJ/(m³ K), conductivity 2.5 W/(m K) and \(\gamma=0.10\) J/m². Choose \(\mu=0.10\) m/(s K) and a film-to-sink resistance \(R=5\times10^{-8}\) m² K/W. Does the front stay straight?**

**Solution.** The inputs give \(L/c=500\) K, \(D=2.5/(1.6\times10^6)=1.56\times10^{-6}\) m²/s, \(\Gamma=9.0\times10^{-8}\) K m and \(d_0=\Gamma/(500\text{ K})=0.18\) nm. The loss time is \(\tau=Rc\times(40\text{ nm})=3.2\) ns, so \(1/\kappa=\sqrt{D\tau}=71\) nm.

Solving (3) gives \(V=10.5\) m/s. The undercooling of 220 K divides into 105 K for attachment and 115 K of heating above the sink, so the front is at 615 K. Then \(h=0.003351\) nm⁻¹, \(s_0=0.014534\) nm⁻¹ and \(\theta=0.23\): the liquid takes 62% of the heat.

In (8), \(h^2/(d_0s_0)=4.29\times10^{-3}\) nm⁻² and \(s_0^2/4=5.3\times10^{-5}\) nm⁻². Hence \(s_c=0.06592-0.00727=0.05865\) nm⁻¹, \(k_c=0.0568\) nm⁻¹ and

\[
\lambda_c=\frac{2\pi}{k_c}\approx111\text{ nm}.
\]

The short-wave formula gives 96 nm, about 13% lower, since \(k_c/s_0\) is only 3.9. At the same speed without a sink, \(\lambda_c\) would be 47 nm; by (3), that front would need surroundings at about 115 K.

The fastest ripple from (6) has a wavelength of 205 nm and grows at 9.3 µs⁻¹. The front travels \(V/\sigma\approx1.1\) µm while the ripple grows by a factor \(e\). Over 100 nm of steady travel the gain is \(e^{100/1127}\approx1.09\): linear growth barely amplifies an initial ripple. This describes a front in a long film. The thermal field extends \(1/q_0\approx56\) nm ahead of the front and \(1/p_0\approx89\) nm behind it, so in a closed cell only 100 nm long the front would not reach the steady state, and the figure is only a guide.

A narrow strip can exclude every growing ripple. If its edges are insulating and the front meets them at a right angle, the longest ripple in a strip of width \(W\) has wavelength \(2W\). The planar front is then linearly stable for \(W<\lambda_c/2\approx55\) nm.

The unstable speeds run from 3.2 to about 8700 m/s. The upper limit lies far outside the range where a constant \(\mu\) could be trusted. At the lower one, (3) gives an undercooling of \(31.7+35.7\approx67\) K, so in this model a sink less than about 67 K below melting leaves the front stable.

## (g) What the neglected effects change

**Estimate their size, holding \(V=10.5\) m/s.**

**Solution.** Changing one thing at a time moves \(\lambda_c\) from 111 nm as follows:

- Conductivities of 2.0 W/(m K) in the crystal and 3.0 in the liquid: 87 nm. More heat enters the liquid (66% instead of 62%), which strengthens the drive. The reverse pair, 3.0 in the crystal and 2.0 in the liquid, gives 203 nm, and with 3.0 and 1.5 no ripple grows at all.
- Heat stored in a 20 nm oxide liner, counted as 27% extra heat capacity: 98 nm. This assigns half of the liner's heat capacity to the film, which is only a rough choice. A slowly heated liner that carries the whole resistance \(R\) draws about a third (101 nm); the share is smaller if part of \(R\) lies above the liner and larger if it lies below. Conduction along a liner of 1.4 W/(m K) works the other way and brings \(\lambda_c\) back to 108–110 nm.
- Temperature drop through the film: 107 nm.
- Surface energy doubled: 170 nm.

A 20% difference between the heat capacities would change the latent heat at the front by about 4%. It would also change the heat transport on each side, so this figure alone does not give the shift of \(\lambda_c\).

The constant \(\mu\) is a further assumption. Suppose instead that attachment has an activation energy \(E\), and let \(H=0.183\) eV be the heat of fusion per atom:

\[
V\propto e^{-E/k_BT}(1-e^{-y}),\qquad y=\frac{H}{k_B}\left(\frac1T-\frac1{T_m}\right).
\]

Since \(dy/dT=-H/(k_BT^2)\), differentiating \(\ln V\) gives

\[
\mu_{\rm local}=-\frac{dV}{dT}=\frac{V}{k_BT^2}\left(\frac{H}{e^y-1}-E\right).
\]

Linear stability depends on this local slope. At 615 K it is positive only for \(E<0.28\) eV; above that, part (c) no longer applies. For an assumed \(E=0.20\) eV, with speed and front temperature held fixed, \(\mu_{\rm local}=0.026\) m/(s K). 
The capillary term changes too. Curvature lowers the driving force, changing \(y\) by \(-H\Gamma K/(k_BTT_m)\), but leaves the factor \(e^{-E/k_BT}\) alone. Solving the linearized growth law for the change of front temperature gives

\[
\delta T=-\frac{\delta V}{\mu_{\rm local}}-F\,\Gamma K,\qquad F=\frac{T}{T_m}\,\frac{E_0}{E_0-E},\qquad E_0=\frac{H}{e^y-1}.
\]

So \(d_0\) is replaced by \(Fd_0\). Here \(E_0=0.281\) eV and \(F\approx3.0\), and (8) then gives \(\lambda_c\approx225\) nm, about twice the value for constant \(\mu\). This figure depends strongly on the assumed barrier, since \(F\) diverges as \(E\to E_0\): \(\lambda_c\) is about 130 nm at \(E=0.10\) eV and about 670 nm at 0.25 eV, and from about 0.26 eV up to \(E_0\) condition (9) fails and no ripple grows. For \(E=0.20\) eV, with both the smaller slope and \(Fd_0\), the fastest ripple has a wavelength of about 376 nm and grows at 1.3 µs⁻¹. The value printed for this barrier in the numerical output keeps the original \(d_0\), so it shows the effect of the smaller slope alone.

**Beside a real device.** Film thicknesses and cell sizes of tens of nanometres are realistic for chalcogenide memory. The tellurium constants are rough, while \(\mu\) and \(R\) are assumptions, so the speed of 10 m/s is a model result and not a measured one. Real crystalline tellurium is anisotropic, in conduction and in surface properties. The variations above are examples, not bounds. Half of \(\lambda_c\) falls to about 44 nm if the liquid conducts better and to 37 nm if the surface energy is halved. It rises to about 100 nm if the crystal conducts better and to 113 nm for \(E=0.20\) eV, and a poorly conducting liquid or a barrier near \(E_0\) removes the instability altogether. For a barrier above \(E_0\) the front lies below the temperature of fastest growth, \(\mu_{\rm local}<0\), and the stability conclusions drawn here do not carry over. The 55 nm width is therefore an estimate for this film, speed and edge condition, not a general design rule. New crystals nucleating ahead of the front, flow caused by the density change, and the redistribution of components in alloys are outside the model, and any of them could roughen a front that (6) calls stable. The remaining values are in the numerical output.

## Numbers as computed

```
TEST SUMMARY
random cases: unstable 6, stable 54
largest relative growth-rate error: 3.2e-12
residual ratios on halving ripple: [4.    4.004 4.003]
INPUTS (rough tellurium values; mu and film data chosen)
melting point 720 K, sink 500 K
latent heat 0.80 GJ/m3
heat capacity 1.60 MJ/(m3 K)
thermal conductivity 2.50 W/(m K)
surface energy 0.10 J/m2
kinetic coefficient mu 0.10 m/(s K)
film thickness 40 nm
film-to-sink resistance 5.0e-08 m2 K/W
BASE STATE
L/c = 500.0 K
diffusivity D = 1.5625e-06 m2/s
Gibbs-Thomson Gamma = 9.000e-08 K m
capillary length d0 = 0.1800 nm
beta = 0.0200 s/m
loss time tau = 3.200 ns
healing length 1/kappa = 70.71 nm
front speed V = 10.472 m/s
front temperature = 615.28 K
kinetic undercooling = 104.72 K
rise above sink = 115.28 K
h = 0.003351 1/nm, s0 = 0.014534 1/nm
h/s0 = 0.2306; heat into liquid = 0.6153
STABILITY
critical wavenumber = 0.05682 1/nm
critical wavelength = 110.58 nm
same, short-wave law = 95.90 nm
same V and no sink = 46.63 nm
widest stable strip = 55.29 nm
fastest wavelength = 204.7 nm
its growth rate = 9.294 1/us
front travel per e-fold = 1127 nm
ripple gain over 100 nm = 1.093
unstable speeds: 3.165 to 8680 m/s
growth at 150 nm = 7.492 1/us
growth at 300 nm = 7.841 1/us
growth at 600 nm = 3.390 1/us
NEGLECTED EFFECTS (critical wavelength at the same V)
solid 2.0, liquid 3.0 W/(m K): 87.2 nm
20 nm liner, stored-heat ratio 0.266: 97.5 nm
drop through film, Biot number 0.320: 106.6 nm
surface energy doubled: 170.4 nm
latent heat change for 20% heat-capacity difference: 4.2%
heat of fusion per atom = 0.1830 eV
largest barrier keeping mu > 0: 0.281 eV
local mu, barrier 0.20 eV: 0.0259 m/(s K)
then fastest 217.3 nm, 3.163 1/us
```
